\section*{Screened plasma wavelength of a heavily doped transparent conductor}

\section*{Problem}

A conducting oxide is described by three round model parameters: a free-electron density $n=10^{21}\,\mathrm{cm^{-3}}$, an effective mass $m=0.35\,m_e$, and a background relative permittivity $\varepsilon_b=4$. The background stands for the polarization of the bound electrons. It is taken as real and independent of frequency in the range considered.

\begin{enumerate}
\item[(a)] Find the screened plasma wavelength $\lambda_p$, defined as the vacuum wavelength of light at which the permittivity of the undamped material passes through zero.
\item[(b)] Without damping, at which wavelength does the reflectance of a thick layer vanish, and where is it complete?
\item[(c)] How do these findings change if the electrons have a relaxation time $\tau=5\,\mathrm{fs}$?
\item[(d)] Which density would move $\lambda_p$ to $1.5\,\mu\mathrm{m}$ at the same mass and background?
\end{enumerate}

The electrons occupy one isotropic parabolic band, so that $m$ is a constant. The response is local: the current at a point depends on the field at that point. SI units are used, and reflectance refers to normal incidence from vacuum.

\section*{First estimate by scaling}

Suppose first that the bound electrons play no part. A classical electron gas that is displaced as a whole is pulled back by its own electric field. The available quantities are the density $n$, the mass $m$, and the strength of the Coulomb interaction, $e^2/\varepsilon_0$, whose unit is $\mathrm{kg\,m^3\,s^{-2}}$. Try a frequency of the form
\begin{equation}
\omega\sim n^{a}\,m^{b}\left(\frac{e^2}{\varepsilon_0}\right)^{q}.
\end{equation}
The right side must have the unit $\mathrm{s^{-1}}$. Comparing the powers of metre, kilogram and second gives
\begin{equation}
-3a+3q=0,\qquad b+q=0,\qquad -2q=-1,
\end{equation}
so $q=a=\tfrac12$ and $b=-\tfrac12$. With the unknown numerical factor set to one,
\begin{equation}
\omega_{\mathrm{est}}=\sqrt{\frac{ne^2}{\varepsilon_0 m}} .
\end{equation}

In SI units $n=10^{27}\,\mathrm{m^{-3}}$ and $m=0.35\,m_e=3.1883\times10^{-31}\,\mathrm{kg}$. Therefore
\begin{align}
\omega_{\mathrm{est}}
&=\sqrt{\frac{10^{27}\,(1.60218\times10^{-19})^2}
{(8.85419\times10^{-12})(3.1883\times10^{-31})}}\;\mathrm{rad/s}\nonumber\\
&=3.015\times10^{15}\,\mathrm{rad/s},\\
\lambda_{\mathrm{est}}&=\frac{2\pi c}{\omega_{\mathrm{est}}}=0.625\,\mu\mathrm{m}.
\end{align}
This lies in the red part of the visible spectrum. Dimensional analysis cannot say how $\varepsilon_b$ enters, because $\varepsilon_b$ has no unit. That needs the actual forces.

\section*{Exact solution of the model}

\subsection*{The restoring field}

Take a slab and shift all free electrons by a small distance $x$ along its normal, towards the right. Positive charge $nex$ per unit area is uncovered at the left face, and an equal negative charge collects at the right face. The field $E$ inside then points to the right.

This field polarizes the bound electrons, with
\begin{equation}
P=\varepsilon_0(\varepsilon_b-1)E .
\end{equation}
The polarization also points to the right, so it places bound charge $-P$ per unit area on the left face and $+P$ on the right face. It partly cancels the free charge. Gauss's law with all charges reads
\begin{equation}
\varepsilon_0E=nex-P=nex-\varepsilon_0(\varepsilon_b-1)E .
\end{equation}
Moving the last term to the left gives $\varepsilon_0\varepsilon_bE=nex$, hence
\begin{equation}
E=\frac{nex}{\varepsilon_0\varepsilon_b}.
\end{equation}
The bound electrons weaken the restoring field by the factor $\varepsilon_b$. This is the meaning of ``screened''. The force on an electron is $-eE$, so
\begin{equation}
m\ddot x=-\frac{ne^2}{\varepsilon_0\varepsilon_b}\,x .
\end{equation}
This is a harmonic oscillator, $\ddot x=-\omega_p^2x$, with
\begin{equation}
\omega_p^2=\frac{ne^2}{\varepsilon_0\varepsilon_b m}.
\label{eq:wp}
\end{equation}

\subsection*{The link to light}

The question concerns the permittivity, so it must be shown that its zero lies at the same frequency. Let the field be the real part of $E_0e^{-i\omega t}$, and let collisions act as a friction with rate $\gamma=1/\tau$. The velocity obeys $m(\dot v+\gamma v)=-eE$. For the amplitudes, $\dot v$ becomes $-i\omega v_0$, so
\begin{equation}
v_0=-\frac{eE_0}{m(\gamma-i\omega)},\qquad
J_0=-nev_0=\frac{ne^2}{m(\gamma-i\omega)}E_0\equiv\sigma E_0 .
\end{equation}
The permittivity $\varepsilon$ collects this current and the displacement current of the background in one term:
\begin{equation}
-i\omega\varepsilon_0\varepsilon E_0=\sigma E_0-i\omega\varepsilon_0\varepsilon_bE_0 .
\end{equation}
Division by $-i\omega\varepsilon_0E_0$, with $1/(-i)=i$, gives $\varepsilon=\varepsilon_b+i\sigma/(\varepsilon_0\omega)$. Since $i/(\gamma-i\omega)=-1/(\omega+i\gamma)$,
\begin{equation}
\varepsilon(\omega)=\varepsilon_b-\frac{ne^2}{\varepsilon_0m}\,\frac{1}{\omega(\omega+i\gamma)}
=\varepsilon_b\left(1-\frac{\omega_p^2}{\omega^2+i\gamma\omega}\right).
\label{eq:eps}
\end{equation}
The last step uses $ne^2/(\varepsilon_0m)=\varepsilon_b\omega_p^2$ from (\ref{eq:wp}). For $\gamma=0$ the permittivity vanishes at $\omega=\omega_p$, the frequency of the slab oscillation.

\subsection*{(a) The plasma wavelength}

The definition and (\ref{eq:wp}) give
\begin{equation}
\lambda_p=\frac{2\pi c}{\omega_p}=2\pi c\sqrt{\frac{\varepsilon_0\varepsilon_bm}{ne^2}} .
\end{equation}
With the given parameters $\omega_p^2=2.273\times10^{30}\,\mathrm{s^{-2}}$, so $\omega_p=1.508\times10^{15}\,\mathrm{rad/s}$ and
\begin{equation}
\lambda_p=\frac{2\pi\,(2.998\times10^{8}\,\mathrm{m/s})}{1.508\times10^{15}\,\mathrm{s^{-1}}}
=1.25\,\mu\mathrm{m}.
\end{equation}
The photon energy is $\hbar\omega_p=0.99\,\mathrm{eV}$, in the near infrared. Following the slab motion in time gives the same wavelength, as the numerical output shows.

This is a wavelength in vacuum. Inside the undamped material the wavelength is $\lambda/\sqrt{\varepsilon}$, which grows without limit as $\varepsilon$ approaches zero from above.

\subsection*{(b) Reflection without damping}

Let the incident electric field have amplitude 1, the reflected field $r$ and the transmitted field $t$. Only the front surface is considered, as if the material filled the whole half-space behind it. For $\lambda<\lambda_p$ thickness alone does not ensure this, because without damping a wave reflected at the back returns unweakened. A slight absorption in a very thick layer does ensure it. With refractive index $N=\sqrt{\varepsilon}$, the magnetic amplitude is proportional to $N$ times the electric one, and it changes sign for the reflected wave. Continuity of both tangential fields requires
\begin{equation}
1+r=t,\qquad 1-r=Nt .
\end{equation}
Inserting the first equation in the second gives $1-r=N+Nr$, so
\begin{equation}
r=\frac{1-N}{1+N},\qquad R=|r|^2 .
\end{equation}

For $\lambda>\lambda_p$ the permittivity is negative and $N=i\kappa$ with real $\kappa$. Then $|1-i\kappa|=|1+i\kappa|$ and $R=1$: the wave decays in the layer without losing energy there, and all of it returns.

The reflectance vanishes when $N=1$, that is, $\varepsilon=1$. From (\ref{eq:eps}) with $\gamma=0$,
\begin{equation}
1=\varepsilon_b\left(1-\frac{\omega_p^2}{\omega^2}\right)
\;\Rightarrow\;
\frac{\omega_p^2}{\omega^2}=1-\frac1{\varepsilon_b}.
\end{equation}
Because $\omega_p/\omega=\lambda/\lambda_p$,
\begin{equation}
\lambda_{\min}=\lambda_p\sqrt{1-\frac1{\varepsilon_b}}
=1.249\,\mu\mathrm{m}\times\sqrt{0.75}=1.08\,\mu\mathrm{m}.
\end{equation}
The reflectance minimum therefore lies at a shorter wavelength than $\lambda_p$. Reading a measured minimum as $\lambda_p$ would, in the undamped model, overestimate $n$ by the factor $\lambda_p^2/\lambda_{\min}^2=4/3$. This factor holds for the half-space only; in a thin film the position of the minimum also depends on the thickness.

\subsection*{(c) The effect of damping}

For $\tau=5\,\mathrm{fs}$, $\gamma=2.0\times10^{14}\,\mathrm{s^{-1}}$ and $\gamma/\omega_p=0.133$. The real part of $1/(\omega^2+i\gamma\omega)$ is $\omega^2/(\omega^4+\gamma^2\omega^2)=1/(\omega^2+\gamma^2)$, so
\begin{equation}
\operatorname{Re}\varepsilon=\varepsilon_b\left(1-\frac{\omega_p^2}{\omega^2+\gamma^2}\right).
\end{equation}
It vanishes at $\omega_0^2=\omega_p^2-\gamma^2$, provided $\gamma<\omega_p$. For stronger damping there is no crossing. Here
\begin{equation}
\lambda_0=\frac{\lambda_p}{\sqrt{1-(\gamma/\omega_p)^2}}
=\frac{1.249\,\mu\mathrm{m}}{\sqrt{1-0.0176}}=1.26\,\mu\mathrm{m}.
\end{equation}
The shift is about $0.9\%$ of $\lambda_p$, since it is of second order in $\gamma/\omega_p$.

The reflectance changes far more. The imaginary part of (\ref{eq:eps}) is $\varepsilon_b\omega_p^2\gamma/[\omega(\omega^2+\gamma^2)]$. At the crossing $\omega_0^2+\gamma^2=\omega_p^2$, which leaves
\begin{equation}
\varepsilon(\omega_0)=i\,\varepsilon_b\frac{\gamma}{\omega_0}\approx0.54\,i .
\end{equation}
This is first order in $\gamma$ and not small compared with one. The square root is $N\approx0.52(1+i)$, and the reflectance there is
\begin{equation}
R=\frac{(1-0.52)^2+0.52^2}{(1+0.52)^2+0.52^2}\approx0.19 .
\end{equation}
Without damping the reflectance rises steeply but continuously to one as $\lambda$ approaches $\lambda_p$ from below, because $N$ goes to zero there. With damping the rise is more gradual and stays incomplete: $R=0.30$ at $1.30\,\mu\mathrm{m}$, $0.62$ at $1.50\,\mu\mathrm{m}$ and $0.85$ at $3.00\,\mu\mathrm{m}$. The missing part is absorbed in the thick layer. ``Thick'' means several absorption lengths $\lambda/(4\pi\operatorname{Im}N)$. With this damping the absorption length is about $0.09\,\mu\mathrm{m}$ at $\lambda=1.50\,\mu\mathrm{m}$, $0.5\,\mu\mathrm{m}$ at $1.08\,\mu\mathrm{m}$ and $3.5\,\mu\mathrm{m}$ at $0.55\,\mu\mathrm{m}$. A free-standing film $0.2\,\mu\mathrm{m}$ thick reflects only $0.45$ at $1.50\,\mu\mathrm{m}$. The exact zero of the reflectance is also lost: it requires $\varepsilon=1$, but damping gives $\varepsilon$ a positive imaginary part. What remains is a low minimum, $R\approx0.007$, shifted slightly to $1.07\,\mu\mathrm{m}$.

\subsection*{(d) The density for another edge}

At fixed $m$ and $\varepsilon_b$, $\lambda_p\propto n^{-1/2}$, so $n\propto\lambda_p^{-2}$ and
\begin{equation}
n'=10^{21}\,\mathrm{cm^{-3}}\left(\frac{1.249}{1.5}\right)^2
=6.9\times10^{20}\,\mathrm{cm^{-3}} .
\end{equation}
A lower density weakens the restoring force and moves the edge further into the infrared.

\section*{Comparison of the two results}

Dividing the full result by the estimate leaves one factor:
\begin{equation}
\frac{\lambda_p}{\lambda_{\mathrm{est}}}=\frac{\omega_{\mathrm{est}}}{\omega_p}=\sqrt{\varepsilon_b}=2 .
\end{equation}
Scaling gave the correct powers of $n$ and $m$, and the numerical factor it left open is one for the slab and for the zero of the permittivity (it depends on shape: for a small sphere in vacuum with $\varepsilon_b=1$ it is $1/\sqrt3$). What it missed is the background, which reduces the restoring force to a quarter and so halves the frequency. In the limit $\varepsilon_b\to1$ the two results coincide.

The factor of two matters physically. According to the estimate, light of $0.80\,\mu\mathrm{m}$ would lie beyond the edge and be reflected completely by a thick undamped layer. The full solution gives, for the front surface alone, $R=0.045$ at that wavelength, and $R=0.081$ at $0.55\,\mu\mathrm{m}$ in the green. Low reflectance is necessary for a transparent layer but not sufficient: absorption must also be weak over its thickness.

The result can be written for quick use as
\begin{equation}
\lambda_p=1.056\,\mu\mathrm{m}\,
\sqrt{\frac{(m/m_e)\,\varepsilon_b}{n/(10^{21}\,\mathrm{cm^{-3}})}} ,
\end{equation}
which gives $1.056\sqrt{0.35\times4}\,\mu\mathrm{m}=1.25\,\mu\mathrm{m}$. The square root also shows how uncertain inputs matter: to first order, a $10\%$ error in $n$, $m$ or $\varepsilon_b$ changes $\lambda_p$ by $5\%$. With such an error, about $0.06\,\mu\mathrm{m}$ here, the third digit of $\lambda_p$ has no meaning for a real film; it serves only to compare numbers within the model.

The model fails in recognizable ways. In a non-parabolic band the effective mass depends on the density, and the simple rule in (d) no longer holds. This matters here, because the gas is degenerate, with a Fermi energy of about $1.0\,\mathrm{eV}$ above the band bottom. For a band $E(1+CE)=\hbar^2k^2/2m_0$ with the illustrative value $C=0.25\,\mathrm{eV^{-1}}$, adjusted to $m=0.35\,m_e$ at $10^{21}\,\mathrm{cm^{-3}}$, the answer to (d) becomes $6.3\times10^{20}\,\mathrm{cm^{-3}}$. Close to the onset of interband absorption, $\varepsilon_b$ varies with frequency and becomes complex. In a thin film, waves reflected from the back surface interfere with those from the front, so that the reflectance formula for a thick layer does not apply, although the zero of the permittivity stays where it is in this local model. On a substrate of index $1.5$ and with $\tau=5\,\mathrm{fs}$, the longest-wavelength reflectance minimum lies near $0.98\,\mu\mathrm{m}$ for a film $0.2\,\mu\mathrm{m}$ thick and near $1.11\,\mu\mathrm{m}$ for $0.5\,\mu\mathrm{m}$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
elementary charge: 1.60218e-19 C
electron mass: 9.10938e-31 kg
vacuum permittivity: 8.85419e-12 F/m
speed of light: 2.99792e+08 m/s
density: 1.00e+21 cm^-3
density in SI: 1.00e+27 m^-3
effective mass: 0.35 electron masses
effective mass in SI: 3.1883e-31 kg
background permittivity: 4.0 (no unit)
omega_p squared: 2.2733e+30 s^-2
omega_p screened: 1.5077e+15 rad/s
photon energy at omega_p: 0.9924 eV
lambda_p from formula: 1.2493 um
lambda_p from slab motion: 1.2493 um
prefactor A: 1.0559 um
omega_p without background: 3.0155e+15 rad/s
lambda without background: 0.6247 um
reflectance minimum, undamped: 1.0819 um
relaxation time: 5.0 fs
gamma: 2.000e+14 s^-1
gamma/omega_p: 0.1326 (no unit)
damped zero of Re eps: 1.2605 um
target edge: 1.50 um
density for target edge: 6.937e+20 cm^-3
reflectance (no unit): wavelength, undamped, damped
  0.55 um: 0.081, 0.081
  0.80 um: 0.045, 0.046
  1.08 um: 0.000, 0.007
  1.20 um: 0.081, 0.069
  1.30 um: 1.000, 0.301
  1.50 um: 1.000, 0.616
  2.00 um: 1.000, 0.788
  3.00 um: 1.000, 0.847
\end{verbatim}
